# Quantum Resistance of a Ballistic Two-Dimensional Channel with Several Valleys, part 2

A transport calculation for a short device with a two-dimensional channel returns a resistance times width of 50.7 Ω µm at 300 K. The zero-temperature formula for a device without reflection gives 36.17 Ω µm. The decision is whether to work on the interfaces between channel and contacts, which would help only if reflection there causes the remaining 14.5 Ω µm.

Current flows along $x$, and the width $W$ lies along $y$. The left and right reservoirs have chemical potentials $\mu_L$ and $\mu_R$, with $\mu_L-\mu_R=eV$ and electron charge $-e$. The resistance is $R=V/I=1/G$. The channel has $n$ electrons per area, spin degeneracy 2 and $g_v$ equivalent valleys of mass $m$. Wavevectors are measured from the valley centre, $f$ is the Fermi function and $\hbar=h/2\pi$. Each fully open mode contributes $2e^2/h$ to $G$. For isotropic valleys with one Fermi circle each, at zero temperature and without reflection, the number of modes $M$ and the ideal resistance $R_Q$ follow from

$$
k_F=\sqrt{\frac{2\pi n}{g_v}},\qquad
\frac{M}{W}=\frac{g_vk_F}{\pi}=\sqrt{\frac{2g_vn}{\pi}},\qquad
R_QW=\frac{h}{2e^2}\sqrt{\frac{\pi}{2g_vn}} .
$$

Without scattering, the left reservoir fills the right-moving states and the right reservoir the left-moving ones. Each group has half of $D$, the density of states per area at the Fermi energy. The local chemical potential $\mu_c$ is the one that would give the same density in equilibrium. To first order in the voltage,

$$
\mu_c=\frac{\mu_L+\mu_R}{2},
$$

so half of the voltage drops at each contact.

Numerical tests use a square-lattice strip between ideal leads, the upper band of a honeycomb lattice, and wavevector-grid sums of the flux of right-moving states weighted by $-\partial f/\partial E$.

The example has $n=10^{13}$ cm$^{-2}$, $g_v=2$ and $m=0.5\,m_e$. Where a width is needed, $W=100$ nm; "whole modes" are then counted with hard walls at fixed $k_F$.

**Limit of small voltage.** The next order shows how the equal division fails. Let $N(\mu)$ be the equilibrium density, with $N'=D$, and let $\bar\mu=(\mu_L+\mu_R)/2$ and $\Delta=\mu_L-\mu_R$. In a fixed band at zero temperature,

$$
\tfrac12N(\bar\mu+\Delta/2)+\tfrac12N(\bar\mu-\Delta/2)
\approx N(\bar\mu)+\frac{D'\Delta^2}{8}.
$$

Setting this equal to $N(\mu_c)\approx N(\bar\mu)+D(\mu_c-\bar\mu)$ gives $\mu_c-\bar\mu=D'\Delta^2/8D$. The fraction of the drop at the left contact is then

$$
\frac{\mu_L-\mu_c}{\Delta}=\frac12-\frac{D'\Delta}{8D}.
$$

It tends to one half as $\Delta\to0$ and lies below one half when the density of states rises with energy. The honeycomb band, whose density of states rises above the point where its two bands meet, was populated with two chemical potentials in this way. The fraction found was 0.4925. For $D\propto E$, with $\bar\mu=0.15$ and $\Delta=0.01$ in units of the hopping, the formula gives $0.5-0.01/(8\times0.15)=0.4917$. The sign and rough size of the correction agree. The grid value assigns the states with $v_x=0$ to the right reservoir and is not accurate in the third digit. The test did not vary the voltage, so it does not check the proportionality to $\Delta$.

### Adding reflection

Let a fraction of the electrons now be reflected, at an interface or in the channel. For elastic, phase-coherent scattering the incoming waves can be combined into independent channels with transmission probabilities $T_j$, and

$$
G=\frac{2e^2}{h}\sum_{j=1}^MT_j .
$$

Electrons are conserved, so an incoming unit flux splits into reflected and transmitted parts that add up to one. Hence $T_j\le1$ and $G\le(2e^2/h)M$. For a given set of modes, reflection can only raise the resistance above $R_Q$.

The lattice strip with five open modes illustrates this. With one disordered slice its total transmission fell from 5.0000 to 4.6653, so its resistance rose by the factor $5/4.6653=1.07$.

To see how several obstacles combine, assume that phases are lost between them and that each treats all modes alike. Consider two obstacles with transmissions $T_1,T_2$ and reflections $R_i=1-T_i$. An electron may cross both directly or after any number of round trips between them:

$$
T=T_1T_2\left[1+R_1R_2+(R_1R_2)^2+\cdots\right]=\frac{T_1T_2}{1-R_1R_2}.
$$

Since $1-R_1R_2=T_1+T_2-T_1T_2$,

$$
\frac1T=\frac{1}{T_1}+\frac{1}{T_2}-1,
\qquad\text{or}\qquad
\frac{1-T}{T}=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}.
$$

The quantity $(1-T)/T$ is additive. The total resistance is $R_Q/T=R_Q[1+(1-T)/T]$, so for any number of such obstacles

$$
R\,W=R_QW\left[1+\sum_i\frac{1-T_i}{T_i}\right].
$$

The one in the bracket appears once for the whole device. Each obstacle adds its own term, and a perfect obstacle adds nothing.

A uniform channel of length $L$ with weak random scattering can be modelled as a chain of equal obstacles, as long as all modes are taken to scatter alike. Its term is then proportional to $L$ and can be written $L/\lambda$, which defines the length $\lambda$. With interface transmissions $T_A$ and $T_B$,

$$
R\,W=R_QW\left[1+\frac{L}{\lambda}+\frac{1-T_A}{T_A}+\frac{1-T_B}{T_B}\right].
$$

This matters for a contact resistance obtained by plotting $RW$ against $L$ at fixed density and extrapolating to $L=0$. At zero temperature the intercept contains $R_QW$ as well as the two interface terms. At finite temperature the same form holds with $R_QW$ replaced by the thermal value derived below, provided that the transmissions and $\lambda$ do not depend on energy. Adding the quantum resistance to such an intercept would count it twice. The same holds for a two-terminal transmission calculation, whose result includes $R_Q$ from the start.

**Limits.** For $L\ll\lambda$ and perfect interfaces the bracket is one. In this model the resistance grows linearly with length, and each square of the channel adds $R_QW/\lambda$. In a two-dimensional channel the model is approximate, because oblique electrons travel further per unit of $L$ and scatter more often. For isotropic elastic scattering with mean free path $l_0$, the effective $\lambda$ rises from about $1.3\,l_0$ for $L\ll l_0$ to $\pi l_0/2$ for $L\gg l_0$. A straight line fitted to long channels then has an intercept of about $1.04\,R_QW$ even with perfect interfaces. The contacts become a small part of the total once $L/\lambda$ is much larger than one and than both interface terms.

### Elliptical valleys

The circle was an assumption about the band. Replace it by

$$
E=\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y},
$$

with the same orientation in all valleys. The Fermi line is an ellipse with semi-axes

$$
k_{x0}=\frac{\sqrt{2m_xE_F}}{\hbar},\qquad
k_{y0}=\frac{\sqrt{2m_yE_F}}{\hbar},\qquad
\frac{k_{y0}}{k_{x0}}=\sqrt{\frac{m_y}{m_x}} .
$$

Its area is $\pi k_{x0}k_{y0}$, so the density fixes the product of the semi-axes:

$$
n=2g_v\frac{\pi k_{x0}k_{y0}}{4\pi^2},\qquad
k_{x0}k_{y0}=\frac{2\pi n}{g_v}.
$$

Every $k_y$ between $-k_{y0}$ and $k_{y0}$ still has one right-moving state. The number of modes therefore depends on the extent along $y$:

$$
k_{y0}^2=(k_{x0}k_{y0})\frac{k_{y0}}{k_{x0}}
=\frac{2\pi n}{g_v}\sqrt{\frac{m_y}{m_x}},
$$

$$
\frac MW=\frac{g_vk_{y0}}{\pi}
=\sqrt{\frac{2g_vn}{\pi}}\left(\frac{m_y}{m_x}\right)^{1/4},\qquad
R\,W=R_QW\left(\frac{m_x}{m_y}\right)^{1/4}.
$$

For $m_x=m_y$ the circle returns. The overall scale of the masses still drops out, but their ratio does not. A flux sum over the grid for $m_x/m_y=0.25$ gave a factor of 0.7072, against $0.25^{1/4}=0.7071$.

In the example a ratio $m_x/m_y=4$ raises $RW$ from 36.17 to 51.15 Ω µm, and a ratio of 0.25 lowers it to 25.58 Ω µm. Current along the light axis is favoured because the ellipse is then long across the current and supplies more modes. The second value also shows that the isotropic $R_QW$ is not a lower bound for every band at given $n$. The bound set by $T_j\le1$ refers to the modes that the actual band provides.

If half of the valleys have the mass ratio $r=m_x/m_y$ and the other half $1/r$, with the same two masses interchanged, all ellipses have equal area and share the density equally. The mode numbers add, so $M$ is multiplied by

$$
\frac{r^{1/4}+r^{-1/4}}{2}\ge1 .
$$

The inequality holds because the mean of a positive number and its reciprocal is at least one. Crossed ellipses thus conduct at least as well as circles of the same density.

### Finite temperature

Return to isotropic parabolic valleys and measure energy from their minimum. At energy $E$ the wavevector is $\sqrt{2mE}/\hbar$, so the mode number per width is $g_v\sqrt{2mE}/\pi\hbar$. Linear response averages it with the weight $-\partial f/\partial E$:

$$
\frac GW=\frac{2e^2}{h}\,\frac{g_v}{\pi\hbar}\int_0^\infty\sqrt{2mE}
\left(-\frac{\partial f}{\partial E}\right)dE .
$$

Put $x=E/k_BT$ and $\eta=\mu/k_BT$. Then

$$
\frac GW=\frac{2e^2}{h}\,\frac{g_v\sqrt{2mk_BT}}{\pi\hbar}\,J(\eta),\qquad
J(\eta)=\int_0^\infty\sqrt x\left(-\frac{\partial f}{\partial x}\right)dx,\qquad
f=\frac{1}{1+e^{x-\eta}} .
$$

The density must be held fixed while $T$ changes, so $\eta$ has to be found from $n$. From $n=g_vk_F^2/2\pi$ the number of states per area up to energy $E$ is $g_vmE/\pi\hbar^2$, and the density of states is the constant $g_vm/\pi\hbar^2$. Thus

$$
n=\frac{g_vmk_BT}{\pi\hbar^2}\int_0^\infty\frac{dx}{1+e^{x-\eta}}
=\frac{g_vmk_BT}{\pi\hbar^2}\ln(1+e^\eta).
$$

The integral follows because $-\ln(1+e^{\eta-x})$ has the derivative $1/(1+e^{x-\eta})$. Define the zero-temperature Fermi energy and the reduced temperature by

$$
E_F=\frac{\pi\hbar^2n}{g_vm},\qquad \theta=\frac{k_BT}{E_F}.
$$

The density condition becomes $\ln(1+e^\eta)=1/\theta$, so $\eta=\ln(e^{1/\theta}-1)$. At zero temperature $\sqrt{k_BT}\,J$ is replaced by $\sqrt{E_F}$, which gives

$$
\frac{R(T)}{R(0)}=\frac{\sqrt{E_F}}{\sqrt{k_BT}\,J(\eta)}=\frac{1}{\sqrt\theta\,J(\eta)} .
$$

This integral was tested against a two-dimensional flux sum at $\theta=0.964$. Both gave a ratio of 1.3510.

**Cold limit.** For $\theta\ll1$ the weight is a narrow peak at $x=\eta$. With $u=x-\eta$, its area is one and its first moment vanishes, up to exponentially small terms from the lower limit. Its second moment is

$$
\int_{-\infty}^{\infty}\frac{u^2e^u}{(1+e^u)^2}du
=2\sum_{s=1}^\infty(-1)^{s-1}s\int_0^\infty u^2e^{-su}du
=4\sum_{s=1}^\infty\frac{(-1)^{s-1}}{s^2}=\frac{\pi^2}{3}.
$$

Here the weight was expanded in powers of $e^{-u}$ for $u>0$, and $\int_0^\infty u^2e^{-su}du=2/s^3$. The last sum is $\pi^2/12$. The second derivative of $\sqrt x$ at $\eta$ is $-\eta^{-3/2}/4$, so

$$
J\approx\sqrt\eta-\frac12\,\frac{1}{4\eta^{3/2}}\,\frac{\pi^2}{3}
=\sqrt\eta\left(1-\frac{\pi^2}{24\eta^2}\right).
$$

In this limit $\eta$ differs from $1/\theta$ by an exponentially small amount. To leading order in $\theta$,

$$
\frac{R(T)}{R(0)}\approx1+\frac{\pi^2\theta^2}{24}.
$$

The resistance rises because $\sqrt E$ is concave. Electrons spread evenly about $\mu$ lose more modes below it than they gain above. At $\theta=0.05$ the full integral gives an increase of 0.001041, and the leading term gives 0.001028.

**Dilute limit.** For $\theta\gg1$ the occupation is small, $f\approx e^{\eta-x}$, and $\ln(1+e^\eta)\approx e^\eta=1/\theta$. Then

$$
J\approx e^\eta\int_0^\infty\sqrt x\,e^{-x}dx=\frac{\sqrt\pi}{2\theta},\qquad
\frac{R(T)}{R(0)}\approx2\sqrt{\frac\theta\pi} .
$$

Insert $\theta=g_vmk_BT/\pi\hbar^2n$ and the zero-temperature result:

$$
R\,W\approx\frac{h}{2e^2}
\sqrt{\frac{\pi}{2g_vn}\,\frac{4g_vmk_BT}{\pi^2\hbar^2n}}
=\frac{h}{2e^2}\,\frac{1}{\hbar n}\sqrt{\frac{2mk_BT}{\pi}} .
$$

The valley number has cancelled, the mass has returned, and the density enters as $1/n$ instead of $1/\sqrt n$. With $h=2\pi\hbar$ the same result reads

$$
\frac GW=\frac{e^2n}{\sqrt{2\pi mk_BT}} .
$$

Planck's constant is gone, as it should be for a classical gas. The flux of a Maxwell distribution across a line in one direction is $n\sqrt{k_BT/2\pi m}$ per width. It is proportional to $e^{\mu/k_BT}$, so its derivative with respect to $\mu$ is the flux divided by $k_BT$. Multiplication by $e^2$ gives the same conductance. At $n=10^{10}$ cm$^{-2}$ and 300 K, with the mass and valley number of the example, the full integral gives 42421 Ω µm and the dilute formula 42413 Ω µm.

### Back to the decision

In the example $E_F=23.9$ meV. At 77 K, $\theta=0.277$ and the resistance is 1.044 times its zero-temperature value, or 37.8 Ω µm. The leading cold correction would give $1+0.411\times0.277^2=1.032$, so it already misses more than a quarter of the increase.

At 300 K, $\theta=1.08$. The thermal energy exceeds the Fermi energy, and neither limit is a safe guide. The full ratio is 1.402, so

$$
R\,W=1.402\times36.17\ \Omega\,\mu\text{m}=50.7\ \Omega\,\mu\text{m}.
$$

This is the value returned by the transport calculation in the opening. The 14.5 Ω µm above the zero-temperature formula come from the thermal spread of the electrons at fixed density. None of it is left to assign to the interfaces, provided that the voltage is small against $k_BT/e$ and that the band is parabolic with the stated mass. Both conditions matter. At fixed density a bias of 50 mV raises the ideal value to 55.3 Ω µm, and a mass of $0.4\,m_e$ lowers it to 47.2 Ω µm. Dividing 36.17 by 50.71 and reading the result, 0.71, as a transmission would have invented a reflection that is not there.

Within this model the resistance can be lowered by a higher density, by more valleys, by valleys that are light along the current and heavy across it, or by cooling. More valleys help less here than at zero temperature, because extra valleys lower $E_F$ and move the gas towards the dilute limit, where $g_v$ drops out. A heavier mass across the current fades in the same way. Quadrupling $m_y$ at fixed $m_x$ doubles both the density of states and the mode number at each energy, as doubling $g_v$ does, and at 300 K it multiplies $RW$ by 0.92 instead of 0.71. The mass also matters again, through $\theta$. Before a resistance is compared with the ideal value, one should therefore evaluate $k_BT/E_F$. If it is small, the density and the valley number are enough for isotropic valleys with one Fermi circle each, while elliptical valleys also need the mass ratio. If it is not small, the comparison needs the mass and the temperature as well.

The numerical output below lists the values used here to more digits.

## Calculated quantities

```
TESTS
strip E/hopping=0.12: k_F W/pi=3.418, transmission=3.0000
strip E/hopping=0.20: k_F W/pi=4.413, transmission=4.0000
strip E/hopping=0.30: k_F W/pi=5.405, transmission=5.0000
same strip, E/hopping=0.30, disordered slice: T=4.6653
flux / formula, parabolic: 0.99983
flux / formula, gapped Dirac: 0.99979
flux / formula, quartic: 0.99997
ellipse m_x/m_y=0.25: R W factor=0.7072, formula=0.7071
valley number found from honeycomb band: 1.9950
fraction of drop at left contact: 0.4925
warm grid, k_B T/E_F=0.9639: R(T)/R(0)=1.3510, integral=1.3510
k_B T/E_F=0.05: R(T)/R(0)-1=0.001041, leading term=0.001028
EXAMPLE
density n = 1.0e+13 cm^-2, valleys g_v = 2
mass m/m_e = 0.50
h/(2e^2) = 12906.404 ohm
k_F = 0.5605 nm^-1
E_F = 23.939 meV
width W = 100 nm
k_F W/pi per valley = 17.841
whole modes, all valleys = 34
smooth mode number, all valleys = 35.682
R from smooth mode number = 361.70 ohm
R from whole modes = 379.60 ohm
R W = 36.170 ohm um
R W in Gaussian units = 4.0245e-15 s
R W per contact = 18.085 ohm um
n=1e+12 cm^-2, g_v=1: R W=161.76 ohm um
n=1e+12 cm^-2, g_v=2: R W=114.38 ohm um
n=1e+12 cm^-2, g_v=6: R W=66.04 ohm um
n=1e+13 cm^-2, g_v=1: R W=51.15 ohm um
n=1e+13 cm^-2, g_v=2: R W=36.17 ohm um
n=1e+13 cm^-2, g_v=6: R W=20.88 ohm um
example with m_x/m_y=4.00: R W=51.15 ohm um
example with m_x/m_y=0.25: R W=25.58 ohm um
T=77 K: k_B T/E_F=0.2772, R(T)/R(0)=1.0441, R W=37.77 ohm um
T=300 K: k_B T/E_F=1.0799, R(T)/R(0)=1.4020, R W=50.71 ohm um
dilute n=1e+10 cm^-2, 300 K: R W=42421.3 ohm um
dilute closed form: R W=42413.2 ohm um
```
